# Four-Electron Repulsion Between an Amide Lone Pair and a Metal d Orbital

In a small orbital model of a late-metal amide precursor, one must decide whether the overlap between metal and ligand orbitals may be set to zero in the secular equation. If it is dropped and nothing else is changed, a filled amide lone pair facing a filled d orbital costs no energy. If it is kept, the same contact is normally repulsive. The size of that repulsion tells us what the simplification throws away.

## The model and the result

Let $p$ be the nitrogen π lone pair of an amide ligand and $d$ a metal d orbital of matching symmetry. Both are real, normalized and doubly occupied. An effective one-electron operator $F$ describes an electron in the field of the whole complex. Define

$$
S=\langle d|p\rangle,\quad \alpha=\langle d|F|d\rangle=\langle p|F|p\rangle,\quad \beta=\langle d|F|p\rangle ,
$$

with $0<|S|<1$. The equality of the two diagonal elements is what "equal energy" means here. Because $\alpha$ is evaluated inside the complex, it already contains the electrostatic shift that each fragment causes in the other. The reference is four electrons at energy $\alpha$, and the result is

$$
\Delta E_4=-\frac{4S(\beta-\alpha S)}{1-S^2}.
$$

The combination $\gamma=\beta-\alpha S$ is called the reduced coupling below. Reversing the sign of $p$ reverses $S$, $\beta$ and $\gamma$ together, so $\Delta E_4$ does not depend on the choice of phase. We choose $S>0$. The contact is then repulsive if $\gamma<0$, which is the case in which the in-phase combination is bonding. Overlap by itself does not fix the sign: a positive $\gamma$ with positive $S$ would give an attraction.

## First derivation: the two levels

Write $\psi=c_d d+c_p p$. Its energy is $E=A/N$, with

$$
A=\alpha(c_d^2+c_p^2)+2\beta c_dc_p,\qquad N=c_d^2+c_p^2+2Sc_dc_p .
$$

The stationary energies follow by differentiating $EN=A$ and setting the derivatives of $E$ to zero. The derivative with respect to $c_d$ gives $E(2c_d+2Sc_p)=2\alpha c_d+2\beta c_p$, and the one with respect to $c_p$ has the same form with the labels exchanged. Hence

$$
\begin{aligned}
(\alpha-E)c_d+(\beta-ES)c_p&=0,\\
(\beta-ES)c_d+(\alpha-E)c_p&=0 .
\end{aligned}
$$

A solution other than $c_d=c_p=0$ requires a vanishing determinant:

$$
(\alpha-E)^2-(\beta-ES)^2=0 .
$$

This is a difference of squares, so $\alpha-E=\mp(\beta-ES)$. With the upper sign, $\alpha+\beta=E(1+S)$; with the lower sign, $\alpha-\beta=E(1-S)$. Therefore

$$
E_+=\frac{\alpha+\beta}{1+S},\qquad E_-=\frac{\alpha-\beta}{1-S}.
$$

Putting $E_\pm$ back gives $c_p=\pm c_d$. Then $N=2c_d^2(1\pm S)$, and $N=1$ requires $|c_d|=1/\sqrt{2(1\pm S)}$. The out-of-phase orbital has the larger coefficients, because its two parts partly cancel in the overlap region and must be scaled up to hold one electron.

Now subtract the reference energy from each level:

$$
\begin{aligned}
E_+-\alpha&=\frac{\alpha+\beta-\alpha-\alpha S}{1+S}=\frac{\gamma}{1+S},\\
E_--\alpha&=\frac{\alpha-\beta-\alpha+\alpha S}{1-S}=-\frac{\gamma}{1-S}.
\end{aligned}
$$

For $\gamma<0$ the first level falls and the second rises. The rise exceeds the fall by the factor $(1+S)/(1-S)$. With two electrons in each level,

$$
\begin{aligned}
\Delta E_4&=2\gamma\left(\frac{1}{1+S}-\frac{1}{1-S}\right)\\
&=2\gamma\,\frac{(1-S)-(1+S)}{1-S^2}=-\frac{4S\gamma}{1-S^2}.
\end{aligned}
$$

If $S$ is deleted from the secular equation, the levels become $\alpha\pm\beta$ and the two shifts cancel. The repulsion thus comes from the unequal denominators.

The same levels show how the result depends on the electron count. With $\alpha$, $\beta$ and $S$ held fixed, two electrons in the lower level change the energy by $2\gamma/(1+S)$, a stabilization. This is the pattern for a lone pair facing an empty d orbital of equal energy. With three electrons the change is

$$
\Delta E_3=\frac{2\gamma}{1+S}-\frac{\gamma}{1-S}
=\gamma\,\frac{2(1-S)-(1+S)}{1-S^2}=\frac{\gamma(1-3S)}{1-S^2}.
$$

For $\gamma<0$ this is still stabilizing as long as $S<1/3$. In this regime it is the fourth electron that turns the contact repulsive.

## Second derivation: the cost of orthogonality

The second route solves no secular equation. Electrons of one spin fill the whole space spanned by $d$ and $p$, so any orthonormal pair in that space may be used to add up their energies. To see this, let $\phi_i'=\sum_jU_{ji}\phi_j$ with $U$ a real orthogonal matrix. Then

$$
\sum_i\langle\phi_i'|F|\phi_i'\rangle
=\sum_{jk}\Big(\sum_iU_{ji}U_{ki}\Big)F_{jk}
=\sum_jF_{jj},
$$

because the bracket is 1 for $j=k$ and 0 otherwise.

Keep $d$ unchanged and remove from $p$ the part that lies along $d$. The remainder $p-Sd$ has squared norm $1-2S^2+S^2=1-S^2$, so the orthonormal partner of $d$ is

$$
p'=\frac{p-Sd}{\sqrt{1-S^2}} .
$$

Let the diagonal elements now differ, $\alpha_d$ and $\alpha_p$. The energy of the new orbital is

$$
\langle p'|F|p'\rangle=\frac{\alpha_p-2S\beta+S^2\alpha_d}{1-S^2}.
$$

The two electrons in $d$ have not changed their energy. The whole change appears in the other two:

$$
\begin{aligned}
\Delta E_4&=2\left[\frac{\alpha_p-2S\beta+S^2\alpha_d}{1-S^2}-\alpha_p\right]\\
&=\frac{2\left[-2S\beta+S^2(\alpha_d+\alpha_p)\right]}{1-S^2}\\
&=-\frac{4S(\beta-\bar\alpha S)}{1-S^2},\qquad \bar\alpha=\frac{\alpha_d+\alpha_p}{2}.
\end{aligned}
$$

For $\alpha_d=\alpha_p=\alpha$ this is the earlier result. The derivation also shows what happens to the electrons. The density changes by

$$
\Delta\rho=2(p'^2-p^2)=\frac{2S^2(d^2+p^2)-4S\,dp}{1-S^2}.
$$

Its integral is $(4S^2-4S^2)/(1-S^2)=0$, so no charge is lost. Density leaves the places where the product $dp$ is large and positive, which lie between the atoms, and is added where $d^2+p^2$ dominates. The four-electron repulsion is the change in the summed expectation value of $F$ that accompanies this displacement. Because $F$ includes the kinetic energy, which depends on the orbitals and not only on $\Delta\rho$, the repulsion is not simply the potential energy of the displaced charge.

## What each derivation assumes

To obtain $\Delta E_4$, both derivations assume a fixed $F$, two orbitals and complete filling of both. They differ in what else they need.

The first uses equal energies to factorize the secular equation. In return it gives the separate levels, and so it also covers two or three electrons. The second needs neither equal energies nor the levels, but it depends on the space being full. With fewer than four electrons, the choice of orbitals within the space would matter.

The second result also shows that equal energy is not essential to the total. At fixed $\bar\alpha$, $\beta$ and $S$, a mismatch moves the individual levels but leaves their sum alone.

Neither derivation depends on the energy zero. Adding a constant $c$ to $F$ changes $\alpha$ to $\alpha+c$ and $\beta$ to $\beta+cS$, so $\gamma$ becomes $\beta+cS-(\alpha+c)S$, which is the old $\gamma$.

The limits agree as well. If $\gamma$ is roughly proportional to the overlap, $\gamma=-\kappa S$ with $\kappa>0$, then $\Delta E_4=4\kappa S^2/(1-S^2)$, and a weak contact costs an energy of second order in $S$. As $S\to1$ the denominator vanishes, but $\gamma$ vanishes too if $E_-$ stays finite, since $\gamma=-(1-S)(E_--\alpha)$. Then $E_+\to\alpha$ and $\Delta E_4\to2(E_--\alpha)$: one pair keeps its orbital, and the other is forced into the out-of-phase one.

The opening decision can now be answered. A model with no overlap can still be right if its orbitals are the symmetric orthonormal combinations $(\psi_+\pm\psi_-)/\sqrt2$. Their common diagonal energy and their coupling are

$$
\begin{aligned}
\alpha'&=\frac{E_++E_-}{2}=\alpha-\frac{S\gamma}{1-S^2},\\
\beta'&=\frac{E_+-E_-}{2}=\frac{\gamma}{1-S^2}.
\end{aligned}
$$

Each of the four electrons carries a quarter of the repulsion in $\alpha'$. Setting $S=0$ while keeping the old $\alpha$ loses it.

## The place of the result in Hartree–Fock theory

An orbital-energy sum is not a total energy, so its meaning has to be established. For a closed-shell density matrix $D$, the Hartree–Fock electronic energy is

$$
\mathcal E[D]=\mathrm{Tr}(hD)+\tfrac12\mathrm{Tr}(D\,G[D]),
$$

where $h$ holds the kinetic energy and the attraction to the cores, and $G$ is the Coulomb term minus half the exchange term. Let $D_0$ be the sum of the frozen fragment densities, and $\Delta D$ the change made by orthogonalizing the pair. Since $G$ is linear and $\mathrm{Tr}(A\,G[B])=\mathrm{Tr}(B\,G[A])$, the two cross terms are equal, and

$$
\mathcal E[D_0+\Delta D]=\mathcal E[D_0]+\mathrm{Tr}(F\Delta D)+\tfrac12\mathrm{Tr}(\Delta D\,G[\Delta D]),
$$

with $F=h+G[D_0]$. The linear term is twice the sum of the orthonormal orbital energies minus $2(\alpha_d+\alpha_p)$, which is $\Delta E_4$. The formula is therefore the energy of orthogonalization to first order in $\Delta D$. The quadratic term is the part that a fixed $F$ omits. It is not of higher order in $S$. For small $S$, $\Delta D\approx-2S(dp+pd)$, and the exchange part of the quadratic term is about $-2S^2(dd|pp)$, where $(dd|pp)$ is the Coulomb repulsion between the two orbital densities. That is the same order in $S$ as $\Delta E_4$.

## A palladium atom facing an amide ion

Take a Pd atom with filled 4d shell and a planar NH₂⁻ ion, with a Pd–N distance of 2.00 Å. The orbitals are restricted Hartree–Fock orbitals of the separate fragments, with an effective core potential on Pd. The Fock operator of the superposed densities gives $S=0.1371$, $\alpha_d=-1.752$ eV, $\alpha_p=-1.913$ eV and $\beta=-2.461$ eV. The mean is $\bar\alpha=-1.832$ eV, and it serves as $\alpha$ in the equal-energy case. Then

$$
\gamma=-2.461+1.832\times0.1371=-2.210\ \text{eV}.
$$

The lower level shifts by $-2.210/1.1371=-1.943$ eV and the upper one by $2.210/0.8629=2.561$ eV. The rise is 1.32 times the fall, and the total is

$$
\Delta E_4=2(2.561-1.943)\approx1.24\ \text{eV}\quad(119\ \text{kJ/mol}).
$$

Half the difference between $\mathcal E[D_0+\Delta D]$ and $\mathcal E[D_0-\Delta D]$ isolates the linear term, and it also came to 1.2354 eV, the value of the formula. Because the functional is quadratic, this agreement confirms that $\Delta E_4$ is the linear term; it does not show that the remaining term is small.

Restoring the mismatch of 0.16 eV moves each level outward by about 0.0015 eV and leaves the sum unchanged. The near-equality of the two energies belongs to this pair of fragments at this distance and should not be carried over to other complexes.

These numbers come from def2-TZVP on Pd, aug-cc-pVDZ on N and cc-pVDZ on H, and they are not converged to the digits shown. With def2-QZVPP on Pd, aug-cc-pVTZ on N and aug-cc-pVDZ on H, $S$ becomes 0.141, $\alpha_d$ and $\alpha_p$ become $-1.94$ and $-1.98$ eV, the mismatch shrinks to 0.04 eV, the upper level falls by about 0.1 eV and $\Delta E_4$ rises to 1.28 eV. The extra digits serve only to follow the arithmetic.

The upper filled level lies at $+0.73$ eV, above the energy of a free electron at rest. In this frozen field its electrons are not bound, so the example measures a contact and does not describe a stable isolated ion. A uniform downward shift of the potential would bind them without altering $\Delta E_4$. The field of real ligands is not uniform, however, and would also change $\gamma$.

At 2.10 Å, with the fragments otherwise unchanged, the overlap is 0.1221 and the repulsion 0.93 eV, a fall of 25%. The overlap squared falls by 21%. The difference arises mainly because $\kappa=-\gamma/S$ is not quite constant: it drops from 16.1 to 15.3 eV. The quadratic law in $S$ is thus a fair guide over this step, though not an exact one. Over longer ranges $\kappa$ keeps falling, to about 11 eV at 3.0 Å, so a single value cannot be used at all distances.

## What the two-orbital model leaves out

The quadratic interaction term is $-0.24$ eV, about a fifth of $\Delta E_4$ and opposite in sign. It stays near a fifth from 1.9 to 3.6 Å, so it does not become negligible for a weak contact. A larger correction concerns the reference. The energy $\mathcal E[D_0]$ already contains the exchange attraction between electrons of like spin in $d$ and $p$, which amounts to $-0.48$ eV. Measured from the superposed fragments without this exchange, antisymmetrizing the pair costs

$$
1.235-0.241-0.479\approx0.52\ \text{eV}.
$$

That is less than half of the orbital-energy result, and about a tenth of the roughly 5.7 eV it costs to antisymmetrize all filled orbitals of the two frozen fragments against the same kind of reference. The value of 1.24 eV should therefore be read as an orbital-energy change and not as the interaction energy of the pair.

Other orbitals matter too. Including the filled Pd 4p orbital of the same symmetry adds 0.33 eV at fixed $F$. Letting the filled orbitals that are odd under reflection in the amide plane mix with empty ones of the same kind lowers the sum by 0.28 eV, again at fixed $F$ and in the finite basis used here. The basis matters because the upper filled level is not bound. If very diffuse functions were added, nearly free electrons would appear among the lowest levels, and the sum over those levels would no longer describe the contact. In the present basis the two corrections nearly cancel, which gives no reason to expect the same elsewhere.

Real amide precursors differ from this model in ways that can be named. Amides of titanium, zirconium and hafnium in their highest oxidation state have empty d shells, so the four-electron formula does not apply to them. The two-electron case is the relevant starting point, but their d and lone-pair energies need not be equal, as the simple expression above assumes. The filled–filled contact belongs to electron-rich late metals. There the metal usually carries a positive oxidation state, the nitrogen bears alkyl or silyl groups, and further ligands are present. The distance of 2.0 Å is a rough typical metal–amide bond length, but a neutral Pd atom beside a bare NH₂⁻ ion is far from a typical precursor. How far charge and substituents move the repulsion has not been computed. Electron correlation, σ bonding and relaxation of the geometry are also left out.

Temperature enters through the bond length. At a rough delivery temperature of 400 K, $k_BT=0.034$ eV. With a rough bond stiffness $k=10$ eV/Å², the classical root-mean-square displacement is $\sqrt{k_BT/k}=0.059$ Å. The slope between the two computed distances is about 3.1 eV/Å in magnitude, so a stretch of this size lowers $\Delta E_4$ by roughly 0.2 eV, or about 15%. An equal compression raises it by somewhat more, because the repulsion grows more steeply at short distance. This estimate leaves out zero-point motion. For these numbers, thermal motion changes the repulsion less than the choice of reference does. The remaining digits are in the numerical output.

## Computed results

```
Level: frozen-fragment RHF; Pd def2-TZVP with core potential
Amide basis: N aug-cc-pVDZ, H cc-pVDZ
Pd-N distance (input): 2.00 angstrom
N-H distance (input): 1.02 angstrom
H-N-H angle (input): 108.0 degree
Overlap S: 0.13712 (dimensionless)
Diagonal energy of d: -1.7517 eV
Diagonal energy of lone pair: -1.9127 eV
Mean diagonal energy alpha: -1.8322 eV
Mismatch, d minus lone pair: 0.1610 eV
Coupling beta: -2.4612 eV
Reduced coupling gamma: -2.2099 eV
Equal-energy lower level: -3.7756 eV
Equal-energy upper level: 0.7289 eV
Lower-level shift: -1.9434 eV
Upper-level shift: 2.5611 eV
Rise-to-fall ratio: 1.3178 (dimensionless)
Four-electron repulsion, formula: 1.2354 eV
Four-electron repulsion, energy functional: 1.2354 eV
Four-electron repulsion: 119.2 kJ/mol
Lower level with mismatch: -3.7771 eV
Upper level with mismatch: 0.7304 eV
Neglected quadratic interaction term: -0.2410 eV
Pair exchange energy outside the formula: -0.4785 eV
Change from filled Pd 4p: 0.3347 eV
Change from empty x-odd orbitals, fixed F: -0.2821 eV
Longer Pd-N distance (input): 2.10 angstrom
Overlap at longer distance: 0.12205 (dimensionless)
Reduced coupling at longer distance: -1.8725 eV
Repulsion at longer distance: 0.9280 eV
Rough delivery temperature (input): 400 K
Rough bond stiffness (input): 10.0 eV/angstrom^2
Thermal energy kT: 0.0345 eV
Thermal rms bond displacement: 0.0587 angstrom
Repulsion change for that displacement: 0.1805 eV
```
